Why the symmetrized Dirac Lagrangian does not double the anticommutator

The symmetrized Dirac Lagrangian gives ψ the momentum π = (i/2)ψ†. Inserting this into the canonical rule {ψ, π} = iδ yields {ψ, ψ†} = 2δ, which is wrong. The correct equal-time relations are

{ψ_a(x), ψ_b†(y)} = δ_ab δ(x−y),
{ψ_a(x), π_b(y)} = (i/2) δ_ab δ(x−y).

The factor one half belongs in the second relation, and no factor two appears in the first. The canonical rule fails because ψ, ψ† and their momenta are not independent variables. The Dirac bracket takes their dependence into account.

**The Lagrangian and its momenta**

Hartree atomic units are used, so ħ = 1 and the electron mass is 1. The Dirac Hamiltonian is h = cα·p + βc², with p = −i∇, and periodic boundary conditions make it Hermitian. Before quantization ψ and ψ† are odd variables: any two of them change sign when interchanged. Fermi statistics is thereby assumed; what has to be found is the normalization of the anticommutator.

The symmetrized Lagrangian density is

ℒ = (i/2)(ψ†ψ̇ − ψ̇†ψ) − ψ†hψ.

For odd variables a momentum needs an ordering convention. Here the velocity is moved to the far right and then removed, so the kinetic term reads πψ̇ + π̄ψ̇†. The first term of ℒ is already in this order. In the second, the interchange ψ̇†ψ = −ψψ̇† gives −(i/2)ψ̇†ψ = +(i/2)ψψ̇†. Hence

π = (i/2)ψ†, π̄ = (i/2)ψ.

Removing velocities from the left would reverse the signs of both momenta and of the canonical rule, with no effect on {ψ, ψ†}.

The Hamiltonian density follows from the Legendre transform:

πψ̇ + π̄ψ̇† − ℒ
= (i/2)ψ†ψ̇ + (i/2)ψψ̇† − (i/2)ψ†ψ̇ + (i/2)ψ̇†ψ + ψ†hψ
= ψ†hψ.

The first and third terms cancel, and so do the second and fourth, because ψψ̇† = −ψ̇†ψ.

**The counter-example: one momentum of the free field**

Suppose that {ψ_a(x), ψ_b†(y)} = κ δ_ab δ(x−y) and {ψ_a(x), ψ_b(y)} = 0. The naive argument says κ = 2. In a periodic box of volume V, write

ψ(x) = V^(−1/2) Σ_p ψ_p exp(ip·x).

The inverse transform gives {ψ_pa, ψ_qb†} = κ δ_pq δ_ab. The Hamiltonian becomes Σ_p ψ_p†h(p)ψ_p, so each momentum can be treated alone. Dropping the label p leaves four operators ψ_a and

H = Σ_bd h_bd ψ_b†ψ_d.

The identity [A, BD] = {A, B}D − B{A, D} gives

[ψ_a, H] = Σ_bd h_bd ({ψ_a, ψ_b†}ψ_d − ψ_b†{ψ_a, ψ_d}) = κ Σ_d h_ad ψ_d.

Heisenberg's equation is therefore

ψ̇ = −i[ψ, H] = −iκhψ.

The Lagrangian, however, demands ψ̇ = −ihψ: varying ψ† in the action gives (i/2)ψ̇ + (i/2)ψ̇ − hψ = 0, where the second half comes from integrating −(i/2)ψ̇†ψ by parts. The two equations agree for κ = 1. For κ = 2 every frequency is doubled, and the error in ψ̇, relative to the correct ψ̇, is |κ − 1| = 1, or 100 percent.

Take p = (30, 40, 120) in atomic units, so |p| = 130. The matrices α_i and β square to one and anticommute with each other, so h(p)² = c²p² + c⁴. The eigenvalues of h(p) are ±E, two of each sign because its trace vanishes. With c = 137.035999,

E = c√(c² + p²) = 137.035999 × √(137.035999² + 130²) = 25884.524 hartree,

or 704.354 keV. This energy includes the rest energy.

To obtain the many-particle levels, set ψ_a = √κ c_a, where the c_a obey the unit anticommutator, and pass to the eigenvectors of h(p). Let b_s remove a particle from a positive level and f_s from a negative one, with s = 1, 2. Then

H = κE(Σ_s b_s†b_s − Σ_s f_s†f_s).

The lowest state has both negative levels filled and energy −2κE. The next states cost κE. There are four: a particle can be added to either positive level, or taken out of either negative level. The first two are electrons of momentum p, the other two positrons of momentum −p.

Diagonalizing H as a matrix on the 16 occupation states of the four modes gives these lowest excitation energies:

κ = 1: 25884.524 hartree = 704.354 keV
κ = 2: 51769.048 hartree = 1408.708 keV

Both levels are fourfold degenerate. The first energy is E, as relativistic kinematics requires; the second is 2E. The operator N = Σ_a ψ_a†ψ_a equals κ Σ_a c_a†c_a, so its eigenvalues are spaced by κ, and with κ = 2 one added electron would count as two. Renaming the operators does not help: in terms of c_a = ψ_a/√2 the anticommutator is normal, but the Hamiltonian is 2c†hc.

**Where the naive rule contradicts itself**

The full canonical list treats ψ and ψ† as two coordinates, each with its own momentum. It therefore also contains {ψ, ψ†} = 0. For a single mode and any state |χ⟩ this would mean

0 = ⟨χ|(ψψ† + ψ†ψ)|χ⟩ = ‖ψ†χ‖² + ‖ψχ‖².

Both norms would vanish for every state, so ψ would be zero. The value 2 is obtained by using one rule from the list and ignoring another.

A family of equivalent Lagrangians shows the defect from a second side. For a real constant λ, subtract iλ d(ψ†ψ)/dt from iψ†ψ̇:

ℒ_λ = i(1−λ)ψ†ψ̇ − iλψ̇†ψ − ψ†hψ.

A total time derivative leaves the equations of motion unchanged. The symmetrized form is λ = 1/2. The same ordering as before gives

π = i(1−λ)ψ†, π̄ = iλψ.

For one mode, {ψ, π} = i now implies {ψ, ψ†} = 1/(1−λ), while {ψ†, π̄} = i implies {ψ, ψ†} = 1/λ. The two answers are:

λ = 0: 1 and impossible
λ = 1/4: 1.3333 and 4
λ = 1/2: 2 and 2
λ = 3/4: 4 and 1.3333

Adding a total time derivative to the Lagrangian should not change the physical anticommutator, and the proof below confirms that it does not. At λ = 1/2 the two pairs give the same wrong value, which lends the factor 2 a false look of consistency. At λ = 0 the first pair gives the right value, but the second requires {ψ†, 0} = i.

**The general statement**

For every real constant λ, the Lagrangian ℒ_λ gives

{ψ_a(x), ψ_b†(y)} = δ_ab δ(x−y),
{ψ_a(x), π_b(y)} = i(1−λ) δ_ab δ(x−y),
{ψ_a†(x), π̄_b(y)} = iλ δ_ab δ(x−y),

and {ψ_a(x), ψ_b(y)} = 0. The last two momentum relations share one unit of i between them, in proportions set by λ. The proof treats one mode first and then the field.

**Step 1: the bracket of an independent odd pair**

Let q and π be independent odd variables with action ∫(πq̇ − H)dt, where H is even. Derivatives of H below are left derivatives: the variable is moved to the far left and removed. Varying π gives

q̇ = ∂H/∂π.

Varying q, and integrating πδq̇ by parts, gives −π̇δq − δq ∂H/∂q. The derivative of an even H is odd, so δq ∂H/∂q = −(∂H/∂q)δq, and therefore

π̇ = ∂H/∂q.

Both equations carry a plus sign, unlike those for ordinary variables. The matching Poisson bracket of odd variables is symmetric:

{q, π}_PB = {π, q}_PB = 1, {q, q}_PB = {π, π}_PB = 0.

It is extended to linear combinations by linearity.

The step to operators is fixed by the equation of motion. For H = kπq, with k a number, the classical equation is q̇ = kq. The quantum equation is

q̇ = −ik[q, πq] = −ik({q, π}q − π{q, q}) = −ik{q, π}q.

They agree if {q, π} = i. Thus the anticommutator is i times the classical bracket. For an independent pair the canonical rule is sound.

**Step 2: the constraints**

Consider one eigenmode of h, with eigenvalue ε of either sign. Its momenta contain no velocities, so they restrict the phase space:

χ₁ = π − i(1−λ)ψ† = 0,
χ₂ = π̄ − iλψ = 0.

The velocities cannot be found from the momenta, so they enter as unknown odd multipliers u and ū:

H_T = εψ†ψ + χ₁u + χ₂ū.

Step 1 gives ψ̇ = ∂H_T/∂π = u and ψ̇† = ∂H_T/∂π̄ = ū. For π̇, the term εψ†ψ = −εψψ† contributes −εψ†, and −iλψū contributes −iλū. The constraint χ₁ stays zero if π̇ = i(1−λ)ψ̇†:

−εψ† − iλū = i(1−λ)ū, so ū = iεψ†.

Likewise the rate of π̄ is ∂H_T/∂ψ† = εψ − i(1−λ)u, and χ₂ stays zero if this equals iλu:

εψ − i(1−λ)u = iλu, so u = −iεψ.

Hence ψ̇ = −iεψ, the Dirac equation for this mode. Both multipliers are fixed for any λ, and no further constraint arises.

**Step 3: the constraint matrix**

The brackets of the constraints follow from {ψ, π}_PB = {ψ†, π̄}_PB = 1, all others being zero:

{χ₁, χ₂}_PB = −iλ{π, ψ}_PB − i(1−λ){ψ†, π̄}_PB = −iλ − i(1−λ) = −i.

The diagonal entries vanish, since χ₁ contains π and ψ†, which are not conjugate, and χ₂ contains π̄ and ψ, which are not conjugate either. Therefore

C₁₂ = C₂₁ = −i, C₁₁ = C₂₂ = 0,
(C⁻¹)₁₂ = (C⁻¹)₂₁ = i, (C⁻¹)₁₁ = (C⁻¹)₂₂ = 0.

The inverse is right because (−i)(i) = 1. Constraints with an invertible matrix are called second class. The parameter λ has cancelled.

**Step 4: the Dirac bracket**

A usable bracket must give zero between a constraint and anything else; otherwise χ = 0 could not become an operator equation. For a linear odd variable A, define

A′ = A − Σ_rs {A, χ_r}_PB (C⁻¹)_rs χ_s.

On the constraint surface A′ = A. Its bracket with a constraint is

{A′, χ_t}_PB = {A, χ_t}_PB − Σ_rs {A, χ_r}_PB (C⁻¹)_rs C_st = 0.

The Dirac bracket is the Poisson bracket of the primed variables. Since B′ differs from B by constraints, which have zero bracket with A′, it equals {A′, B}_PB:

{A, B}_D = {A, B}_PB − Σ_rs {A, χ_r}_PB (C⁻¹)_rs {χ_s, B}_PB.

For A = ψ and B = ψ† the ordinary bracket is zero. The nonzero factors are {ψ, χ₁}_PB = 1 and {χ₂, ψ†}_PB = 1, so

{ψ, ψ†}_D = 0 − (1)(i)(1) = −i.

Multiplication by i gives {ψ, ψ†} = 1. For B = ψ the factor {χ₂, ψ}_PB vanishes, so {ψ, ψ} = 0. For B = π, {χ₂, π}_PB = −iλ, and

{ψ, π}_D = 1 − (1)(i)(−iλ) = 1 − λ.

Thus {ψ, π} = i(1−λ), which is i/2 in the symmetrized case. This agrees with inserting π = (i/2)ψ† into {ψ, ψ†} = 1. The relation for π̄ = iλψ follows in the same way.

The success of λ = 0 is now clear. Up to a total derivative, the kinetic term on the constraint surface is iψ†ψ̇. It describes a single independent pair, ψ and iψ†, to which Step 1 applies.

**Step 5: from modes to the delta function**

Expand one spinor component in real, linearly independent functions, which need not be orthogonal:

ψ(x) = Σ_n φ_n(x)a_n, S_nm = ∫φ_n(x)φ_m(x)dx.

The momenta of a_n and a_n† are

π_n = i(1−λ) Σ_m a_m†S_mn, π̄_n = iλ Σ_m S_nm a_m.

With χ₁ₙ and χ₂ₘ defined as before, and S symmetric,

{χ₁ₙ, χ₂ₘ}_PB = −iλS_nm − i(1−λ)S_nm = −iS_nm.

The inverse matrix has off-diagonal blocks iS⁻¹, so {a_n, a_m†}_D = −i(S⁻¹)_nm and {a_n, a_m†} = (S⁻¹)_nm. The field anticommutator is

K(x, y) = Σ_nm φ_n(x)(S⁻¹)_nm φ_m(y).

If f = Σ_k f_kφ_k, then ∫φ_m(y)f(y)dy = Σ_k S_mk f_k, and hence

∫K(x, y)f(y)dy = Σ_nmk φ_n(x)(S⁻¹)_nm S_mk f_k = f(x).

K therefore reproduces every function in the span, with coefficient one. For a complete basis it is δ(x−y). Different spinor components have separate constraints, which supplies δ_ab, and the algebra is the same in three dimensions. This completes the proof. The operator h plays no part in the constraint matrix, so a potential coupled to ψ†ψ leaves the result unchanged.

**The weight of the delta function in a finite basis**

Take an interval of 10 bohr divided into equal cells. Each basis function is 1 at one node and falls linearly to 0 at the neighbouring nodes. The test function is f(x) = exp(−(x−4.7)²/2), with x in bohr. The weight of the anticommutator is measured by

W = ∬f(x)K(x, y)f(y)dx dy / ∫f(x)²dx.

With the integrals done by Gauss–Legendre quadrature and the full constraint matrix inverted numerically at λ = 1/2, the Dirac and naive weights are:

10 cells: 0.99816 and 1.99633
20 cells: 0.99992 and 1.99985
40 cells: 0.999996 and 1.999992

The Dirac weight tends to 1, the naive weight to 2. The small deficit belongs to the basis. Since K projects f orthogonally onto the span, giving Pf, 1 − W = ‖f − Pf‖²/‖f‖². A piecewise linear approximation of a smooth function has an error of order (cell width)², so the deficit is of fourth order, and halving the cells should eventually reduce it by 16. The computed reductions are 24.3 and 17.9.

At x = 4.2 bohr, where f = 0.8825, the smeared Dirac kernel ∫K(x, y)f(y)dy gives 0.8611, 0.8747 and 0.8829 for the three bases. The last value lies slightly above f. This is allowed, because the projection minimizes the integrated squared error, not the error at each point.

**What the unit weight depends on**

The value 1 reflects the coefficient of the kinetic term. If that term is Ziψ†ψ̇ up to a total derivative, with Z > 0, the constraint matrix is multiplied by Z and {ψ, ψ†} = 1/Z. For example, i(ψ†ψ̇ − ψ̇†ψ), without the prefactor 1/2, has Z = 2 and gives an anticommutator of 1/2. If Z = 0 for some component, the matrix is singular and the proof does not apply.

A real odd variable η is a second case. Its Lagrangian (i/2)ηη̇ − H gives π = (i/2)η, and here the half cannot be moved elsewhere by a total derivative, since d(ηη)/dt = 0. The naive rule gives {η, η} = 2. The single constraint χ = π − (i/2)η has

{χ, χ}_PB = −(i/2)({π, η}_PB + {η, π}_PB) = −i,

so C⁻¹ = i, {η, η}_D = −i and {η, η} = 1. The complex mode is built from two such variables, ψ = (η₁ + iη₂)/√2, for which

(i/2)(ψ†ψ̇ − ψ̇†ψ) = (i/2)(η₁η̇₁ + η₂η̇₂).

Since {η₁, η₂} = 0, this gives {ψ, ψ†} = (1 + 1)/2 = 1. In these variables the kinetic term splits into two separate parts, and each real variable is its own momentum apart from the factor i/2. The Hamiltonian still couples the two: for the classical odd variables εψ†ψ = iεη₁η₂, and for the operators, where η₁² = η₂² = 1/2, εψ†ψ = iεη₁η₂ + ε/2.
